# Thomas-Fermi charge mixing: derivation, Kerker limit, and convergence on jellium, part 2

A Kohn-Sham loop takes an input density $\rho_{\rm in}$, solves in $V_{\rm in}=V_{\rm ext}+V_{\rm Hxc}[\rho_{\rm in}]$, and returns $\rho_{\rm out}$, with residual $R=\rho_{\rm out}-\rho_{\rm in}$. Thomas-Fermi charge mixing finds the next input from

$$T'[\rho_{\rm next}]-T'[\rho_{\rm out}]+V_{\rm Hxc}[\rho_{\rm next}]-V_{\rm Hxc}[\rho_{\rm in}]=\text{const},\qquad\int\rho_{\rm next}=N,\tag{1}$$

the Euler equation of a functional $E$. Here $T'$ is the functional derivative of the Thomas-Fermi-von Weizsäcker (TFW) energy

$$T[\rho]=C_F\int\rho^{5/3}\,d^3r+\lambda\int|\nabla\sqrt\rho|^2\,d^3r,\qquad\lambda\ge0 ,$$

with $C_F=\tfrac35(3\pi^2)^{2/3}$. Units are Rydberg atomic units ($\hbar^2/2m=1$, $e^2=2$). The system is periodic, neutral, spin-unpolarized and at zero temperature, with $N$ electrons and chemical potential $\mu$. Exchange-correlation is LDA (Slater exchange, Perdew-Wang correlation).

Part (d) linearized about the self-consistent density. With $K$ and $f$ the second derivatives of $T$ and $E_{\rm Hxc}$, $\chi_{\rm m}=-K^{-1}$ the model response and $\chi_0$ the true independent-particle response,

$$\rho_{\rm next}=\rho_{\rm in}+PR,\quad P=(1-\chi_{\rm m}f)^{-1},\quad\varepsilon=1-\chi_0f,$$

$$\delta\rho_{\rm next}=\Lambda\,\delta\rho_{\rm in},\qquad\Lambda=1-P\varepsilon .$$

On jellium of density $n_0=3/(4\pi r_s^3)$, with $k_F=(3\pi^2n_0)^{1/3}$ and $\eta=q/2k_F$, part (e) found $K=K_0g$ and $f=K_0w$, where

$$K_0=\frac{2\pi^2}{k_F},\quad g=1+3\lambda\eta^2,\quad w=\frac{\gamma_x}{\eta^2}-\gamma,$$

$$\gamma_x=\frac1{\pi k_F},\quad\gamma=-\frac{f_{xc}}{K_0},\quad k_{\rm TF}^2=\frac{4k_F}{\pi},$$

$f_{xc}$ being the constant LDA kernel, and

$$P(q)=\frac{g}{g+w}=\frac{q^2\,g}{q^2\,(g-\gamma)+k_{\rm TF}^2}.\tag{2}$$

$P=1$ where $w=0$, at $q^2=8\pi/|f_{xc}|$. For $\lambda=0$ and $\gamma<1$, $P$ is the Kerker factor $Aq^2/(q^2+q_0^2)$ with $A=1/(1-\gamma)$ and $q_0^2=k_{\rm TF}^2/(1-\gamma)$. "Plain Kerker" means $A=1$, $q_0=k_{\rm TF}$.

Part (g) showed that the solution near uniform density is a local minimum of $E$ only while $g+w$ stays positive. Using the analytic LDA second derivative and a bracketing root search in $r_s$, it found that the minimum is lost at $r_s=5.25$ bohr for $\lambda=0$ and $r_s=12.8$ bohr for $\lambda=1/9$.

## (h) The true response and the error multiplier

Derive $\chi_0(q)$ for jellium using a potential that depends on $z$ only, and write $\Lambda(q)$ in factored form.

**Solution.** For $V(z)$ the orbitals are plane waves in $x,y$ with wave vector $\mathbf p$ times one-dimensional states $\psi_j(z)$ of energy $\epsilon_j$. Summing over spin and over $\mathbf p$ with $\epsilon_j+p^2<\mu$ gives the weight

$$h_j=2\,\frac{\pi(\mu-\epsilon_j)_+}{(2\pi)^2}=\frac{(\mu-\epsilon_j)_+}{2\pi},\qquad\rho(z)=\sum_jh_j|\psi_j(z)|^2,\tag{3}$$

where $(x)_+$ is $x$ for $x>0$ and zero otherwise. For $V=0$ the states are $e^{ikz}/\sqrt\ell$ on a large length $\ell$, $h(k)=(k_F^2-k^2)_+/2\pi$, and $\int dk\,h/2\pi=\tfrac43k_F^3/4\pi^2=n_0$.

Add $V_1\cos qz$. It couples $k$ to $k\pm q$ with matrix element $V_1/2$ and has no diagonal element, so the energies and $\mu$ are unchanged in first order. The perturbed state is

$$\psi_k=\frac{e^{ikz}}{\sqrt\ell}\Big[1+\frac{V_1}{2}\frac{e^{iqz}}{k^2-(k+q)^2}+\frac{V_1}{2}\frac{e^{-iqz}}{k^2-(k-q)^2}\Big].$$

In $|\psi_k|^2$ each correction appears with its complex conjugate and yields $V_1\cos qz$ over its denominator. With $\delta\rho=\chi_0V_1\cos qz$,

$$\chi_0=\int\frac{dk}{2\pi}h(k)\Big[\frac1{k^2-(k+q)^2}+\frac1{k^2-(k-q)^2}\Big]=\int\frac{dk}{2\pi}\,\frac{h(k)-h(k+q)}{k^2-(k+q)^2},$$

where $k\to k+q$ was substituted in the second term. The last integrand is regular at the degenerate point $k=-q/2$: if both states lie below $\mu$, numerator over denominator is $-1/2\pi$. A nearly degenerate pair treated exactly gives the same value, since its contribution is again the difference of weights divided by the difference of energies, and $h$ is linear in the energy. A regular integrand equals its principal value, so the two terms may be integrated separately as principal values. The substitution $k\to-k$ shows them to be equal, and $k^2-(k+q)^2=-q(q+2k)$. With $k=k_Fx$ and $q+2k=2k_F(x+\eta)$,

$$\chi_0=-\frac{2}{4\pi^2q}\,\mathrm{P}\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{q+2k}\,dk=-\frac{k_F^2}{4\pi^2q}\,\mathrm{P}\!\!\int_{-1}^1\frac{1-x^2}{x+\eta}\,dx .$$

The identity $1-x^2=(x+\eta)(\eta-x)+1-\eta^2$ splits the integral into $\int_{-1}^1(\eta-x)\,dx=2\eta$ and $(1-\eta^2)\ln|(1+\eta)/(1-\eta)|$. With $q=2k_F\eta$ the prefactor is $-k_F/(8\pi^2\eta)=-1/(4\eta K_0)$, and

$$\chi_0=-\frac{F(\eta)}{K_0},\qquad F=\frac12+\frac{1-\eta^2}{4\eta}\ln\Big|\frac{1+\eta}{1-\eta}\Big| ,$$

the static Lindhard function. The model counterpart is $\chi_{\rm m}=-1/(K_0g)$. From (d), $\varepsilon=1-\chi_0f=1+wF$, and

$$\Lambda=1-\frac{g(1+wF)}{g+w}=\frac{g+w-g-gwF}{g+w}=\frac{w}{g+w}\,(1-Fg)=(1-P)(1-Fg).\tag{4}$$

The second factor is $1-\chi_0/\chi_{\rm m}$, the error of the model response taken relative to $\chi_{\rm m}$. The first factor says how much this error matters: fully where the Coulomb kernel dominates, not at all where $f=0$.

## (i) Convergence on jellium

In the linear regime a Fourier mode converges when $|\Lambda(q)|<1$. Find $\Lambda$ at small and large $q$. Which $\lambda$ is best at long wavelength? When does $\lambda=0$ converge for all $q$? Compare with simple mixing, $P=\alpha$, and with plain Kerker applied to the LDA problem.

**Solution.** For $\eta<1$, $\ln[(1+\eta)/(1-\eta)]=2\sum_{j\ge0}\eta^{2j+1}/(2j+1)$. The second term of $F$ is then $\tfrac12(1-\eta^2)\sum_j\eta^{2j}/(2j+1)$, whose coefficient of $\eta^{2j}$ for $j\ge1$ is $\tfrac12[1/(2j+1)-1/(2j-1)]=-1/(4j^2-1)$, and whose constant term is $\tfrac12$. For $\eta>1$ the logarithm has the same series in $1/\eta$, the second term of $F$ is $\tfrac12(\eta^{-2}-1)\sum_j\eta^{-2j}/(2j+1)$, the constant $-\tfrac12$ cancels, and the coefficients change sign:

$$F=1-\sum_{j\ge1}\frac{\eta^{2j}}{4j^2-1}\quad(\eta<1),\qquad F=\sum_{j\ge1}\frac{\eta^{-2j}}{4j^2-1}\quad(\eta>1).$$

The sum $\sum_j1/(4j^2-1)$ telescopes to $\tfrac12$, so $F$ falls monotonically from 1 through $\tfrac12$ at $\eta=1$ to 0, and $0<F<1$ for $\eta>0$.

At small $q$, $1-P=1+O(\eta^2)$ and

$$Fg=\Big(1-\frac{\eta^2}3-\frac{\eta^4}{15}\Big)(1+3\lambda\eta^2)=1+\Big(3\lambda-\frac13\Big)\eta^2-\Big(\lambda+\frac1{15}\Big)\eta^4+\dots$$

Hence $\Lambda=(\tfrac13-3\lambda)\eta^2+O(\eta^4)$. It vanishes as $q\to0$ for every $\lambda$, because the Thomas-Fermi term reproduces $\chi_0(0)$. For $\lambda=1/9$ the quadratic term cancels and $\Lambda=(\tfrac19+\tfrac1{15})\eta^4=\tfrac{8}{45}\eta^4$ in leading order. For $\lambda>1/9$ the model response is too weak at small $q$, $P$ is too large, and the step overshoots ($\Lambda<0$). Once the longest wave has $\eta\ll1$, lengthening the cell gives a new longest wave with a still smaller $|\Lambda|$, so the long-wavelength end does not slow the iteration; the other added modes fall between existing ones and remain bounded by the largest $|\Lambda|$ over all $q$.

At large $q$ and $\lambda>0$, $Fg\to\lambda$ and $1-P\to-\gamma/(3\lambda\eta^2)$, so $\Lambda\to-\gamma(1-\lambda)/(3\lambda\eta^2)$, which goes to zero. The value $\lambda=1$ cancels the leading term at this end. That $\Lambda$ vanishes at both ends does not ensure $|\Lambda|<1$ in between: for $\lambda=1/9$ the largest $|\Lambda|$ of Eq. (4) reaches 1 at $r_s\approx7.9$ bohr, well below the 12.8 bohr at which the minimum of $E$ is lost.

For $\lambda=0$ and $\gamma<1$, $\Lambda=w(1-F)/(1+w)$. Where $w>0$ both $w/(1+w)$ and $1-F$ lie between 0 and 1, so $0<\Lambda<1$. Where $w<0$, $|\Lambda|=(1-F)\,|w|/(1-|w|)$. Both factors increase with $\eta$, and

$$\Lambda\to-\frac{\gamma}{1-\gamma}\qquad(\eta\to\infty).$$

All modes converge if $\gamma\le\tfrac12$. If $\gamma>\tfrac12$, modes of large enough $q$ grow with alternating sign. In the LDA the boundary $\gamma=\tfrac12$ is at $r_s=2.76$ bohr, found as in (g), well inside the range where $E$ still has a minimum. The cause is visible in Eq. (4): real electrons do not respond at large $q$, so $\varepsilon\to1$ and the correct factor is $P=1$, while the pure Thomas-Fermi model responds equally at all $q$ and applies $P=1/(1-\gamma)$, which exceeds 2 for $\gamma>\tfrac12$.

Simple mixing has $\Lambda=1-\alpha\varepsilon$ and needs $\alpha<2/\varepsilon_{\max}$. In a cell of length $L$ the smallest wave vector is $q_1=2\pi/L$, and for $q_1\ll k_{\rm TF}$, $\varepsilon(q_1)\approx k_{\rm TF}^2L^2/4\pi^2$. The modes with $\varepsilon\approx1$ then contract by only $1-\alpha$ per step, and the number of steps grows as $1/\alpha\propto L^2$.

Plain Kerker has $P=\eta^2/(\eta^2+\gamma_x)$. With $\eta^2\varepsilon=\eta^2+(\gamma_x-\gamma\eta^2)F$,

$$\Lambda=\frac{\gamma_x(1-F)+\gamma F\,\eta^2}{\gamma_x+\eta^2},$$

a weighted mean of $1-F$ and $\gamma F$ with weights $\gamma_x$ and $\eta^2$. It lies between 0 and 1 for $0<\gamma<1$. Leaving the LDA kernel out of a $\lambda=0$ model therefore removes the large-$q$ instability.

These statements hold for jellium. Equation (4) in the form $(1-P)(1-\chi_0/\chi_{\rm m})$ applies to any response treated as diagonal in $q$. In another metal the first factor still tends to 1 as $q\to0$, so $\Lambda\to1-\chi_0(0)/\chi_{\rm m}(0)$. This need not vanish, and the long waves grow if the ratio exceeds 2. If $\chi_0\propto q^2$ at small $q$, as in a gapped system, while $\chi_{\rm m}$ stays finite because $\rho>0$, both factors tend to 1. In that approximation the model screens the long waves completely, while the gapped system reduces them only by a finite factor, and they converge ever more slowly as the cell grows.

## (j) Numbers for $r_s=2$ bohr

Take jellium with $r_s=2$ bohr and a period $L=40$ bohr along $z$, with modes $q_m=2\pi m/L$. Evaluate the constants, $\varepsilon$, $P$ and $\Lambda$. Then evaluate $\Lambda$ for $m=20$ at $r_s=4$ bohr.

**Solution.** The density is $n_0=3/(4\pi\cdot8)=0.029842$ bohr$^{-3}$, so $k_F=(3\pi^2n_0)^{1/3}=0.95958$ bohr$^{-1}$ and $E_F=k_F^2=0.9208$ Ry. Further,

$$k_{\rm TF}^2=\frac{4\times0.95958}{\pi}=1.2218\ \text{bohr}^{-2},\quad K_0=\frac{2\pi^2}{0.95958}=20.571\ \text{Ry bohr}^3,\quad\gamma_x=0.3317 .$$

The LDA second derivative is $f_{xc}=-7.308$ Ry bohr$^3$, so $\gamma=7.308/20.571=0.3553$. The Kerker constants of the $\lambda=0$ model are $A=1/(1-0.3553)=1.551$ and $q_0=\sqrt{1.2218\times1.551}=1.377$ bohr$^{-1}$ (2.60 Å$^{-1}$), against $k_{\rm TF}=1.105$ bohr$^{-1}$ (2.09 Å$^{-1}$) for plain Kerker. The crossing $P=1$ is at $q=\sqrt{8\pi/7.308}=1.8545$ bohr$^{-1}$.

For $m=1$, $q=0.1571$ bohr$^{-1}$ and $\eta=0.0818$. Then $k_{\rm TF}^2/q^2=49.52$, $w=49.52-0.36=49.16$, $F=0.9978$, and $\varepsilon=1+49.16\times0.9978=50.05$. For $\lambda=0$, $P=1/50.16=0.0199$ and $\Lambda\approx\eta^2/3=0.0022$. For $\lambda=1$ the leading term is $-\tfrac83\eta^2=-0.0179$, and the factor $1-P=0.980$ brings it to $-0.0175$.

For $m=6$ and $\lambda=1/9$, $q=0.9425$ bohr$^{-1}$, $\eta=0.4911$, $w=1.2218/0.8883-0.3553=1.020$ and $g=1+0.4911^2/3=1.0804$. So $P=1.0804/2.1005=0.514$, $Fg=0.9153\times1.0804=0.9889$, and $\Lambda=0.486\times0.0111=0.0054$.

The factor $P$ for five modes is

| $m$ | $\eta$ | $\lambda=0$ | $\lambda=1/9$ | $\lambda=1$ | plain Kerker |
|---|---|---|---|---|---|
| 1 | 0.082 | 0.0199 | 0.0200 | 0.0203 | 0.0198 |
| 3 | 0.246 | 0.163 | 0.165 | 0.187 | 0.154 |
| 6 | 0.491 | 0.495 | 0.514 | 0.628 | 0.421 |
| 12 | 0.982 | 1.012 | 1.009 | 1.003 | 0.744 |
| 20 | 1.637 | 1.301 | 1.139 | 1.026 | 0.890 |

and the dielectric function and error multipliers are

| $m$ | $\varepsilon$ | $\Lambda$, $\lambda=0$ | $\Lambda$, $\lambda=1/9$ | $\Lambda$, $\lambda=1$ |
|---|---|---|---|---|
| 1 | 50.05 | +0.0022 | 0.0000 | −0.0175 |
| 3 | 6.04 | +0.0170 | +0.0005 | −0.128 |
| 6 | 1.934 | +0.0428 | +0.0054 | −0.215 |
| 12 | 0.994 | −0.0053 | −0.0025 | +0.0033 |
| 20 | 0.969 | −0.260 | −0.104 | +0.0059 |

All four factors are within 3% of the plain Kerker value at $m=1$. Their spread is larger at the other tabulated modes, although the three TFW factors cross at $P=1$, where $w=0$. The small values of $\Lambda$ at $m=12$ follow from the first factor of Eq. (4): $q=1.885$ bohr$^{-1}$ lies just above the zero of $w$ at 1.8545 bohr$^{-1}$. They do not signal a good model response, since for $\lambda=1$ the product $Fg$ is near 2 there.

A scan of Eq. (4) on a uniform grid of $\eta$ up to 30 gives the largest $|\Lambda|$ as 0.107 at $\eta=1.83$ for $\lambda=1/9$, 0.219 at $\eta=0.45$ for $\lambda=1$, and 0.265 at $\eta=0.89$ for plain Kerker. For $\lambda=0$ the scan ends still rising at 0.550, below the limit $0.3553/0.6447=0.551$.

At $r_s=4$ bohr, $k_F$ is halved, so $\gamma_x=2\times0.3317=0.6634$, $m=20$ has $\eta=3.274$, and the LDA gives $\gamma=0.7443$. Then $w=0.6634/10.72-0.7443=-0.6824$ and $F\approx1/(3\times10.72)+1/(15\times10.72^2)=0.0317$. For $\lambda=0$,

$$\Lambda=\frac{-0.6824\times0.9683}{0.3176}=-2.08,$$

and the amplitude of the mode roughly doubles at each step, with alternating sign. For $\lambda=1/9$, $g=4.573$, $Fg=0.145$, and $\Lambda=-0.6824\times0.855/3.891=-0.150$.

## (k) A nonlinear Kohn-Sham loop

Add to the $r_s=2$ bohr jellium the planar well $V_{\rm ext}=-V_0\,e^{-z^2/2\sigma^2}$, repeated with period $L$, with $V_0=0.5$ Ry and $\sigma=2$ bohr. Start from $\rho_{\rm in}=n_0$ and stop when $\max|R|/n_0<10^{-6}$. Describe how the loop is solved, and interpret the iteration counts with the linear theory.

**Solution.** The one-dimensional Bloch Hamiltonian is diagonalized in plane waves on a uniform, shifted grid of Bloch vectors, $\mu$ is found from $N$ by a root search, and $\rho_{\rm out}$ follows from Eq. (3). The plane-wave cutoff and the spacing of the Bloch vectors are held nearly fixed when $L$ changes. Equation (1) is solved on a real-space grid with spectral derivatives by damped Newton iteration from $\rho_{\rm in}$. If $G(z)$ is its left side at the current $\rho$ with the mean removed, each update solves $(K[\rho]+f[\rho])\,d\rho-d\mu=-G$ together with the condition that $d\rho$ restores the normalization, and the step is halved until $\rho$ stays positive and the norm of $G$ falls.

The first output has $\max|R|/n_0=0.77$, a change comparable to the density itself, because the unscreened well is more than half of $E_F$ deep. The converged density has its minimum at about $0.95\,n_0$ and its maximum at about $1.12\,n_0$. The counts of Kohn-Sham solutions at $L=40$ bohr include the last one, which detects convergence, so the number of mixing steps is one less.

| scheme | Kohn-Sham solutions |
|---|---|
| TFW, $\lambda=1/9$ | 4 |
| TFW, $\lambda=0$ | 5 |
| linear $P(q)$ of Eq. (2), $\lambda=1/9$ | 6 |
| plain Kerker | 8 |
| TFW, $\lambda=1$ | 9 |
| simple, $\alpha=0.0300$ | 241 |

In the linear regime on jellium each Fourier component of $R$ is multiplied by its own $\Lambda$, so the root-mean-square residual shrinks at least by $\max|\Lambda|$ per step. Used as a rough guide for the maximum norm in this weakly inhomogeneous problem, the required reduction is $\ln(0.766\times10^6)=13.5$. For $\lambda=1$, $\ln(1/0.219)=1.52$ suggests about 9 steps, and 8 are taken. For $\lambda=0$ the same estimate gives $13.5/\ln(1/0.551)\approx23$ steps, yet 4 are taken, and $\lambda=0$ beats $\lambda=1$ although its $\max|\Lambda|$ is larger. The bound is far from the observed rate. A likely reason, offered as a conjecture because the mode coupling of the nonlinear steps has not been analyzed, is the spectrum of the perturbation. The Fourier components of the well fall as $e^{-\sigma^2q^2/2}=e^{-2q^2}$, with exponent $-1.8$ at $m=6$, $-7.1$ at $m=12$ and $-19.7$ at $m=20$. The first residual then sits mostly at $\eta\lesssim0.5$, where the largest tabulated $|\Lambda|$ (at $m=6$) is 0.043 for $\lambda=0$, 0.005 for $\lambda=1/9$ and 0.215 for $\lambda=1$, ranked as the counts 5, 4 and 9 are. For $\lambda=0$ and $\lambda=1/9$ the short waves have the larger $|\Lambda|$ and make up a growing share of the residual as the loop proceeds, but they start small. On this reading a sharper potential would expose the slow short-wavelength modes of $\lambda=0$ and could reverse its order with $\lambda=1$.

The nonlinear step with $\lambda=1/9$ needs two solutions fewer than its jellium linearization. The two differ in the terms of Eq. (1) beyond first order in $R$ and in the use of kernels at the local density in place of $n_0$; this single example does not separate the two effects.

The dependence on cell length, with $\alpha=1.5/\varepsilon(q_1)$ for simple mixing, is

| $L$ (bohr) | $\varepsilon(q_1)$ | $\alpha$ | simple | TFW, $\lambda=1/9$ |
|---|---|---|---|---|
| 20 | 12.9 | 0.116 | 60 | 4 |
| 40 | 50.1 | 0.0300 | 241 | 4 |
| 80 | 198.6 | not run | not run | 4 |

Doubling $L$ from 20 to 40 bohr divides $\alpha$ by $0.1161/0.0300=3.9$ and multiplies the count of simple mixing by $241/60=4.0$, as the $L^2$ law of (i) gives. The law fixes the scaling, not the count: a rate $1-\alpha$ over the whole reduction would need $13.5/\ln(1/0.97)\approx445$ steps at $L=40$ bohr. Fewer are taken because the short modes with $\varepsilon\approx1$ start small, and the modes that remain at the end have $\varepsilon$ somewhat above 1. At $L=80$ bohr the stability bound is $\alpha<2/198.6=0.010$. The TFW count does not change over this range, in line with $\Lambda\approx\tfrac8{45}\eta^4$ for the long waves that a larger cell adds.

All numerical values are calculated from the stated model.
